Electron-hole exchange and the bright valley doublet of a monolayer

**Result**

Take a monolayer with threefold rotation symmetry and time reversal, whose direct gap lies at the valleys K and K'. Assume that the bands there are spin-split, so that each valley has one lowest bright 1s exciton, and that its optical dipole lies in the plane. At small centre-of-mass momentum Q, with the Coulomb interaction taken as instantaneous, the pair splits into

E_L = E0 + C Q + O(Q²)
E_T = E0 + ħ²Q²/(2M) + O(Q³)
C = [e²/(2ε0κ)] 2S².

L and T mean an optical dipole parallel and perpendicular to Q. κ is the dielectric constant of the surroundings. S is a dimensionless dipole strength, defined in section 3. The law needs Q to be small on the scale of screening and band structure, yet well outside the light cone; sections 5 and 6 make both limits quantitative. Energies are in eV or meV, lengths in Å.

**1. Simple case: a sheet of dipoles**

Put one two-level dipole on each site of a planar lattice with cell area Ω. An excitation hops from site to site by the dipole interaction. For an in-plane transition dipole p, in units where two unit charges interact as 1/R,

J(R) = p²/R³ − 3(p·R)²/R⁵ = −(p·∇)²(1/R), R ≠ 0.

A wave of momentum Q has energy Σ_R J(R) exp(iQ·R). The planar Fourier transform of 1/R is 2π/Q, and −(p·∇)² becomes +(p·Q)². Poisson summation turns the lattice sum into a sum over reciprocal vectors G of the same function at Q+G, divided by Ω. The term G = 0 is

(2π/Ω)(p·Q)²/Q.

It equals 2πp²Q/Ω for p parallel to Q and zero for p perpendicular to Q. The terms with G ≠ 0, and the removal of the site R = 0, are smooth at Q = 0. They are also even in Q, because J(R) = J(−R), so they give a constant and quadratic terms.

The physical reason is bound charge, −∇·P. A longitudinal polarization wave carries charge; a transverse one does not.

A direct real-space sum over a triangular lattice (p = 1, unit lattice constant) tests this with all G terms present. The linear coefficient is 7.27 for L, against 2π/Ω = 7.26. For T it is −0.04, about 0.6% of the L value. The sum is damped at large distance, which smears Q and causes most of these small residuals: averaging (p·Q)²/Q over the smearing predicts +0.02 for L and −0.045 for T. Without damping (Ewald summation) the residuals fall below 0.004 at the same momenta and vanish as Q → 0.

**Limit: thickness.** The bulk Coulomb kernel is e²/[ε0κ(Q²+q_z²)]. For charges in planes separated by z,

∫dq_z/(2π) exp(iq_z z) e²/[ε0κ(Q²+q_z²)] = [e²/(2ε0κQ)] exp(−Q|z|).

If the layer thickness d obeys Qd ≪ 1, the exponential is 1 and

U(Q) = e²/(2ε0κQ).

A squared charge amplitude proportional to Q² then gives an energy proportional to Q. For a uniform slab with Qd ≫ 1, the average of exp(−Q|z−z'|) over both coordinates tends to 2/(Qd). The interaction becomes e²/(ε0κQ²d), and the splitting no longer depends on Q, as in a bulk crystal. The linear law therefore belongs to the thin-layer regime.

**2. From dipoles to electron-hole pairs**

Let |F⟩ be the filled valence band and |cv⟩ = a†_c a_v|F⟩ a pair state. The interaction is

½ Σ V_abmn a†_a a†_b a_n a_m,
V_abmn = ∫∫ a*(r) b*(r') V(r−r') m(r) n(r').

To connect |c'v'⟩ to |cv⟩, with c ≠ c' and v ≠ v', the operator must create c and v' and annihilate c' and v. There are four assignments of labels, equal in pairs, which cancels the factor ½. Two operator products remain.

For the first, a†_c a†_v' a_v a_c', act on a†_c' a_v'|F⟩. The operator a_c' removes the electron and leaves a_v'|F⟩. Then

a†_v' a_v a_v'|F⟩ = −a_v a†_v' a_v'|F⟩ = −a_v|F⟩.

Creating c gives −|cv⟩. The second product has its two annihilators interchanged and so the opposite sign. Hence

⟨cv|V|c'v'⟩ = −∫∫ c*(r)c'(r) V v'*(r')v(r') + ∫∫ c*(r)v(r) V v'*(r')c'(r').

The first term is the electron-hole attraction. The second is the exchange term: a pair recombines at r' while another is created at r.

Two approximations enter here. The attraction is replaced by a statically screened one, W. States with more than one pair are dropped (the Tamm–Dancoff approximation). The exchange is not screened by pair states that the calculation already contains, since that would count their response twice.

Take the electron at k+Q/2 and the missing valence electron at k−Q/2. The Fourier components of the exchange are then U(Q+G). For G = 0 the charge amplitude of a pair is

o(k) = ⟨u_c,k+Q/2 | u_v,k−Q/2⟩,

with u the lattice-periodic part of the Bloch state, and the exchange matrix is (U/A) o(k) o*(k'), where A is the sample area. Electron and missing electron must have equal spin for o to be nonzero. Each valley supplies one such spin species, so no spin factor of two appears.

**Projection on the doublet.** Let ψ_τ(k) be the normalized 1s envelope in valley τ = ±1, for K and K', and M_τ = Σ_k ψ_τ* o_τ. Then

H^x_ττ' = (U/A) M_τ M_τ'*.

Acting on a vector b, this gives (U/A) M (M†b). If b is orthogonal to M, the result is zero. If b = M, the eigenvalue is

(U/A)(|M_K|² + |M_K'|²).

One branch moves and the other does not, as for the dipole sheet.

**Limit: no intervalley exchange.** With the off-diagonal elements removed and |M_K| = |M_K'|, both excitons would rise by half this eigenvalue and stay degenerate. The splitting comes from the intervalley element.

**3. The slope for massive Dirac valleys**

Expand o to first order in Q. The zeroth-order term vanishes because ⟨u_c|u_v⟩ = 0 at equal k. The first-order term is

o = ½⟨Q·∂u_c|u_v⟩ − ½⟨u_c|Q·∂u_v⟩ = −⟨u_c|Q·∂u_v⟩,

where the derivative of ⟨u_c|u_v⟩ = 0 was used. Differentiating h|u_v⟩ = E_v|u_v⟩, with h the band Hamiltonian, and projecting on u_c gives

⟨u_c|∂_j u_v⟩ = ⟨u_c|∂_j h|u_v⟩/(E_v−E_c),

so o = ⟨u_c|Q·∂h|u_v⟩/(E_c−E_v).

The model for each valley, with gap Δ and γ equal to ħ times the Dirac velocity, is

h = γ(τk_xσ_x + k_yσ_y) + (Δ/2)σ_z.

Its energies are ±ε, with ε = √(Δ²/4+γ²k²). Define cosθ = Δ/(2ε) and exp(iχ) = (τk_x+ik_y)/k. The eigenvectors are

u_c = (cos(θ/2), exp(iχ) sin(θ/2))
u_v = (−exp(−iχ) sin(θ/2), cos(θ/2)).

With q_± = τQ_x ± iQ_y, the matrix Q·∂h has upper off-diagonal element γq_− and lower one γq_+. Therefore

⟨u_c|Q·∂h|u_v⟩ = γ[cos²(θ/2) q_− − exp(−2iχ) sin²(θ/2) q_+].

The 1s envelope is isotropic in this gauge, so the second term averages to zero over the direction of k. Using cos²(θ/2) = (1+cosθ)/2 and E_c−E_v = 2ε,

M_τ = q_− Σ_k ψ_τ* g(k), g(k) = γ[1+Δ/(2ε)]/(4ε).

Define S = |Σ_k ψ* g|/√A, which is equal in the two valleys. Then |M_τ|² = Q²AS² for each, and the moved branch rises by

[e²/(2ε0κQ)](1/A)(2Q²AS²) = CQ.

**Polarization.** Choose envelope phases that make Σψ*g positive, and let φ be the direction of Q. Then

M_K = √A S Q exp(−iφ), M_K' = −√A S Q exp(iφ).

The intervalley element is −(CQ/2)exp(−2iφ); its phase winds twice as Q goes round once. The eigenvectors, in the order (K, K'), are

L: (exp(−iφ), −exp(iφ))/√2
T: (exp(−iφ), exp(iφ))/√2.

Write M_τ = Q·D_τ, so that D_K = √A S(1,−i) and D_K' = √A S(−1,−i). The dipole of a state b is Σ_τ b_τ*D_τ. For L it is

√(A/2) S [exp(iφ)(1,−i) + exp(−iφ)(1,i)] = √(2A) S (cosφ, sinφ),

parallel to Q. For T it is

√(A/2) S [exp(iφ)(1,−i) − exp(−iφ)(1,i)] = −i√(2A) S (−sinφ, cosφ),

perpendicular to Q. Diagonalization with unexpanded overlaps, for Q in a general direction, tests both the winding and these polarizations.

**Limit: a narrow envelope in k.** At k = 0, ε = Δ/2 and g = γ/Δ. If the envelope stays close to the valley centre, S² = (γ/Δ)²n0, where n0 = |Σψ|²/A is the probability density for electron and hole to coincide. A tightly bound exciton has a larger n0, but its envelope also reaches larger k, where g is smaller.

**4. Why the transverse branch is parabolic**

In a crystal the doublet also feels the attraction, short-range exchange from G ≠ 0 and coupling to other bands. With the long-range part separated off, these contributions are smooth in Q, and symmetry limits them.

The two excitons have opposite circular dipoles, proportional to (1,−i) and (1,i), as found in section 3. Threefold rotation R therefore multiplies the intervalley element by the same phase that exp(−2iφ) acquires when φ grows by 2π/3:

H_KK'(RQ) = exp(−4πi/3) H_KK'(Q).

A constant fails this condition. The polynomials Q_+ and Q_−² satisfy it, where Q_± = Q_x ± iQ_y. Time reversal sends |K,Q⟩ to |K',−Q⟩ and |K',Q⟩ to |K,−Q⟩. Being antiunitary, it also exchanges bra and ket, so

H_KK'(Q) = H_KK'(−Q).

This removes Q_+ and leaves a term of order Q_−². On the diagonal, rotation forbids a linear term, and time reversal makes the constants and the isotropic Q² terms of the two valleys equal.

Write the smooth intervalley term as −b Q² exp(−2iφ) and the equal diagonal term as aQ². The real part of b changes the quadratic coefficient to a + Re b for L and a − Re b for T. Hence ħ²/(2M) = a − Re b, and M need not equal the sum of the band masses. The imaginary part of b couples L to T at order Q². So does a trigonal correction to M_τ, which makes the diagonal long-range terms of the valleys differ at order Q² cos3φ. Since L and T are already separated by CQ, such couplings shift the energies by at most order (Q²)²/Q = Q³. The correction to M_τ on its own keeps the long-range matrix of rank one, so by section 2 it leaves the state orthogonal to M unmoved. The parabolic law holds at leading order.

**Limit: isotropic valleys with G = 0 exchange.** Here a stronger statement holds. Let H_d be the pair Hamiltonian without exchange, and f_K, f_K' its lowest states at momentum Q, which are degenerate in this model. Choose X = b_K f_K + b_K' f_K' with

o†X = b_K M_K* + b_K' M_K'* = 0.

Then (U/A) o o†X = 0, and X keeps its energy even with all other pair states of the model present. The diagonalization tests this: the T energy agrees with the energy without exchange to within 10⁻⁹ eV.

**5. How far the linear law reaches**

Higher pair states respond to the charge of the L exciton. Solve

[H_d + (U/A) o o†]X = EX

for a state with o†X ≠ 0. Rearranging,

X = (E−H_d)⁻¹ (U/A) o (o†X).

Multiply by o†, divide by o†X and insert the eigenstates f_n of H_d, with energies E_n and m_n = f_n†o:

1 = (U/A) Σ_n |m_n|²/(E−E_n).

Separate the doublet, whose common energy is E_T, and write N = |M_K|²+|M_K'|². With Σ' over the other states of both valleys,

E−E_T = (U/A)N / [1 + (U/A)Σ' |m_n|²/(E_n−E)].

At small Q, |m_n| = Q|D_n|, where D_n is the dipole component along Q, and E may be replaced by E0 in the denominators. Thus

E_L−E_T = CQ/(1+rQ/κ),
r = [e²/(2ε0)](1/A) Σ' |D_n|²/(E_n−E0).

The correction −CrQ²/κ belongs to the quadratic part of E_L. For r → 0 the earlier result returns. This r is a Tamm–Dancoff result. The antiresonant terms dropped there add [e²/(2ε0)](1/A) Σ|D_n|²/(E_n+E0), summed over all states, when only their exchange coupling is kept. In a real layer, bands outside the two-band model add to r as well. Both shorten the linear range.

**Numbers.** Take Δ = 2 eV, γ = 4 eV Å, κ = 3, a valley cutoff of 0.6 Å⁻¹ and the screened attraction W(q) = e²/[2ε0 q(κ+r0q)] with r0 = 20 Å. These are round model parameters. The 1s state lies at E0 = 1.618 eV, bound by 0.382 eV. The values below are for a k grid of spacing 0.05 Å⁻¹. In the fine-grid limit C rises by 0.4% to 0.711 eV Å, n0 by 0.8% to 0.00527 Å⁻² and the L energies by 0.3 to 0.4%, while E0, r, M and the T energies keep their quoted values to within one unit of the last digit. The cutoff is part of the model and matters more: raising it to 1.0 Å⁻¹ gives C = 0.74 eV Å, n0 = 0.0060 Å⁻², r = 4.2 Å and a reduction factor of 0.51 in place of 0.56.

The contact density is n0 = 0.00523 Å⁻² and γ/Δ = 2 Å. The narrow-envelope estimate is

C ≈ (90.48/3) × 2 × 2² × 0.00523 = 1.26 eV Å.

The full sum gives C = 0.708 eV Å, smaller by the factor 0.56. As C is quadratic in g, the envelope average of g is √0.56 × 2 Å = 1.5 Å. The reduction follows from the fall of g(k) away from the valley centre.

Diagonalization of the two-valley problem gives, in meV:

Q = 0.01 Å⁻¹: E_L−E0 = 7.34, E_T−E0 = 0.34
Q = 0.02 Å⁻¹: E_L−E0 = 15.19, E_T−E0 = 1.36
Q = 0.04 Å⁻¹: E_L−E0 = 32.41, E_T−E0 = 5.44

Doubling Q from 0.01 to 0.02 Å⁻¹ multiplies the T energy by 4.00. Doubling it from 0.0025 to 0.005 Å⁻¹ multiplies the splitting by 1.99. The derived r is 3.55 Å; the departure of the splitting from CQ gives 3.56 Å. At Q = 0.04 Å⁻¹,

CQ = 28.3 meV
CQ/(1+rQ/κ) = 28.3/(1+3.55×0.04/3) = 27.0 meV,

and the diagonalization gives 27.0 meV. Within the two-band Tamm–Dancoff model the scale κ/r = 0.85 Å⁻¹ lies beyond the valley cutoff. This overstates the linear range. The antiresonant terms add about 1.3 Å to r and bring the scale to 0.62 Å⁻¹. Moreover, the two bands supply a static screening length of only 4.7 Å, whereas W uses r0 = 20 Å. The remaining 15 Å stands for other excitations, which would also screen the exchange; adding it gives r ≈ 20 Å and a scale of about 0.15 Å⁻¹.

The L branch curves upward although screening bends the splitting downward. The T data give ħ²/(2M) = 0.34 meV/(0.01 Å⁻¹)² = 3.4 eV Å², while the screening term is −Cr/κ = −0.84 eV Å². Their sum is positive.

The fitted mass is M = 1.12 electron masses. Expanding ε ≈ Δ/2+γ²k²/Δ gives each carrier a band-edge mass ħ²Δ/(2γ²), and the two add up to 0.95. In this model exchange leaves T unmoved, so the difference must come from the bands and the attraction. Their separate shares are not computed here.

**6. The lower limit on Q: retardation**

An instantaneous interaction fails near the light cone. Let a sheet polarization P oscillate at frequency E0/ħ in a uniform medium κ, with k0 = E0/(ħc). For wavevector q = (Q, q_z), Maxwell's equations give

(q²−κk0²)E − q(q·E) = k0²P/ε0.

The scalar product with q gives q·E = −q·P/(κε0). Substituting this back,

E = [κk0²P − q(q·P)] / [κε0(q²−κk0²)].

Define q_c = √κ k0 and β = √(Q²−q_c²). The field at the sheet follows from ∫dq_z/(2π) 1/(q_z²+β²) = 1/(2β):

E_L = (q_c²−Q²)P/(2κε0β) = −βP/(2κε0)
E_T = q_c²P/(2κε0β).

The energy shift is proportional to −P·E. In the static limit the L shift must equal CQ, which fixes the common factor:

L shift = Cβ, T shift = −Cq_c²/β.

These expressions hold for weak coupling, with the frequency fixed at E0/ħ. Quadrature over q_z tests both fields. As q_c → 0 they return CQ and zero. For Q < q_c, β is imaginary, the exciton radiates, and the branches derived here do not apply.

In the example q_c = 0.0014 Å⁻¹. At Q = 0.01 Å⁻¹ the L shift is 7.01 meV instead of 7.08 meV, a change of 1%. The T shift is −0.14 meV, against a kinetic energy of 0.34 meV, so the parabola is visibly distorted although Q is seven times q_c. For Q ≫ q_c the two T terms are equal in size when

Cq_c²/Q = ħ²Q²/(2M), or Q = (2MCq_c²/ħ²)^(1/3) = 0.0075 Å⁻¹.

The transverse branch thus sets the stricter lower limit. At Q = 0.04 Å⁻¹ its retardation shift is −0.04 meV against 5.44 meV, below 1%, while in the two-band Tamm–Dancoff model of zero thickness the splitting is still within 5% of CQ. Both conditions hold together only for Q between about 0.035 and 0.044 Å⁻¹, and this window does not carry over to a real layer. At Q = 0.04 Å⁻¹ the splitting falls 6% below CQ with the antiresonant terms and about 21% below it with r ≈ 20 Å. A uniform slab 3 to 6 Å thick lowers the kernel of section 1 by a further 4 to 7.5%. The values at smaller Q in the numerical output describe the instantaneous-Coulomb problem; there they check the expansion and are not a prediction for the transverse energy of a layer coupled to light.

Computed values

```
gap: 2.0 eV
Dirac velocity times hbar: 4.0 eV Angstrom
environment dielectric constant: 3.0
screening length in direct interaction: 20.0 Angstrom
valley cutoff: 0.6 1/Angstrom
grid spacing: 0.05 1/Angstrom, points per valley: 441
e^2/(2 eps0): 90.476 eV Angstrom
exciton energy E0: 1.6179 eV
binding energy: 0.3821 eV
binding energy, spacing 0.04 1/Angstrom: 0.3823 eV
envelope density at contact: 0.00523 1/Angstrom^2
valley-centre dipole length hbar v/gap: 2.00 Angstrom
derived slope C: 0.7082 eV Angstrom
derived slope C, spacing 0.04 1/Angstrom: 0.7105 eV Angstrom
contact estimate of C: 1.2621 eV Angstrom
full splitting/Q at Q=0.0025 1/Angstrom: 0.7061 eV Angstrom
screening length r of higher pair states, derived: 3.550 Angstrom
screening length r from full splitting: 3.564 Angstrom
linear-range scale kappa/r: 0.845 1/Angstrom
Q (1/Angstrom), E_L-E0, E_T-E0, splitting, C*Q/(1+r*Q/kappa) (meV):
  0.0025    1.7865    0.0213    1.7653    1.7653
  0.0050    3.6051    0.0851    3.5200    3.5202
  0.0100    7.3383    0.3405    6.9979    6.9992
  0.0200   15.1880    1.3614   13.8265   13.8366
  0.0400   32.4122    5.4400   26.9723   27.0478
splitting ratio, Q=0.005 to 0.0025 1/Angstrom: 1.9940
transverse energy ratio, Q=0.02 to 0.01 1/Angstrom: 3.9989
exciton mass M from transverse branch: 1.1191 electron masses
sum of band-edge masses: 0.9525 electron masses
wrong-direction dipole fraction, L branch: 5.1e-10
wrong-direction dipole fraction, T branch: 1.4e-10
dipole lattice, linear coefficient L: 7.2734 (lattice units)
dipole lattice, linear coefficient T: -0.0413 (lattice units)
dipole lattice, 2 pi/cell area: 7.2552 (lattice units)
light-cone momentum: 0.001420 1/Angstrom
retarded L shift at Q=0.01 1/Angstrom: 7.0102 meV
retarded T shift at Q=0.01 1/Angstrom: -0.1443 meV
retarded L shift at Q=0.04 1/Angstrom: 28.3102 meV
retarded T shift at Q=0.04 1/Angstrom: -0.0357 meV
Q where T retardation equals kinetic term: 0.00749 1/Angstrom
```
